\section*{Matano's formula for a concentration-dependent diffusivity from one profile}

\section{What a single profile lacks}

A dopant profile $C(x)$ is measured after an anneal of known duration, and its diffusivity is wanted. If the diffusivity $D$ depends on concentration, fitting one error function returns one number for a quantity that varies along the profile. In the example below, $D$ rises more than threefold between the dilute and the concentrated end of the table, so no single number can represent it.

Solving the diffusion equation for $D$ point by point does not help either. In
\begin{equation}
\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left[D(C)\frac{\partial C}{\partial x}\right]
\label{eq:pde}
\end{equation}
the left side is a rate of change, and a profile taken at one time does not contain it. The missing information must come from elsewhere. For a suitable start it comes from the absence of any length scale: the profile at one time then fixes the profile at every other time.

\section{Assumptions and theorem}

The assumptions are as follows.

(A1) The flux is $J=-D(C)\,\partial C/\partial x$. The function $D$ is smooth, depends on $C$ alone, and satisfies $0<D_{\min}\le D\le D_{\max}$.

(A2) The medium fills the whole line, in practice a region much wider than the diffused zone. At $t=0$ there is a sharp step: $C=C_L$ for $x<0$ and $C=C_R<C_L$ for $x>0$.

(A3) The medium neither swells nor shrinks, so $x$ is a fixed coordinate.

(A4) A solution exists with values between $C_R$ and $C_L$. It departs from the initial step by an amount that decays rapidly at large $|x|$, together with its flux, and that vanishes in the integrated sense used in Lemma 1 as $t\to0$.

\paragraph{Theorem.} Under (A1)--(A4), for $C_R<C^*<C_L$ and $t>0$,
\begin{equation}
D(C^*)=-\frac{1}{2t}\left.\frac{dx}{dC}\right|_{C^*}\int_{C_R}^{C^*}x\,dC ,
\label{eq:matano}
\end{equation}
where $x(C)$ is the inverted profile at time $t$. The origin of $x$ is the Matano plane, fixed by
\begin{equation}
\int_{C_R}^{C_L}x\,dC=0 .
\label{eq:plane}
\end{equation}

\section{Three lemmas}

\paragraph{Lemma 1 (uniqueness).} There is at most one solution of the kind described in (A4).

\emph{Proof.} Let $C_1,C_2$ be two solutions and $w=C_1-C_2$. With $\Phi'(C)=D(C)$, equation \eqref{eq:pde} reads $\partial_tC=\partial_x^2\Phi(C)$. By the mean value theorem $\Phi(C_1)-\Phi(C_2)=a\,w$ with $a\ge D_{\min}$, so $\partial_tw=\partial_x^2(aw)$. Define $W(x,t)=\int_{-\infty}^{x}w\,dx'$. Then $\partial_xW=w$, and integrating the equation for $w$ gives $\partial_tW=\partial_x(aw)$. Multiply by $W$ and integrate by parts:
\begin{equation}
\frac12\frac{d}{dt}\int_{-\infty}^{\infty}W^2dx
=\Big[W\,aw\Big]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}a\,w^2dx\le0 .
\label{eq:energy}
\end{equation}
The boundary term vanishes because $w$ decays. The integral of $W^2$ exists because $w$ decays rapidly by (A4) and $W$ therefore tends rapidly to zero at both ends: at $+\infty$ it is the difference of the total amounts, which starts at zero and does not change without flux at the ends. This integral is non-negative, tends to zero as $t\to0$, and cannot grow. Hence $W=0$ and $w=0$. $\square$

\paragraph{Lemma 2 (one variable).} The solution has the form $C(x,t)=f(\eta)$ with the Boltzmann variable $\eta=x/\sqrt t$.

\emph{Proof.} For $\lambda>0$ let $C_\lambda(x,t)=C(\lambda x,\lambda^2t)$. One time derivative produces a factor $\lambda^2$, and so do two space derivatives; $D$ depends on the value of $C$ and is unaffected. Thus $C_\lambda$ also solves \eqref{eq:pde}. It has the same initial step, since $\lambda x$ and $x$ have the same sign. By Lemma 1, $C_\lambda=C$ for every $\lambda$. At a given $t$ choose $\lambda=1/\sqrt t$, which gives $C(x,t)=C(x/\sqrt t,1)\equiv f(\eta)$. $\square$

The proof uses the initial condition as much as the equation. Substituting $x/\sqrt t$ into \eqref{eq:pde} is not by itself a justification.

\paragraph{Lemma 3 (reduced equation and decay).} With $q=D(f)\,f'$, where the prime is $d/d\eta$,
\begin{equation}
-\frac{\eta}{2}f'=q',\qquad
q(\eta)=q(0)\exp\left[-\int_0^\eta\frac{s}{2D(f(s))}\,ds\right].
\label{eq:q}
\end{equation}
The profile falls strictly with $\eta$, and $q\to0$ at both ends.

\emph{Proof.} From $\eta=xt^{-1/2}$ follow $\partial\eta/\partial t=-\tfrac12xt^{-3/2}=-\eta/(2t)$ and $\partial\eta/\partial x=t^{-1/2}$. The two sides of \eqref{eq:pde} become
\begin{align}
\frac{\partial C}{\partial t}&=-\frac{\eta}{2t}f',\\
\frac{\partial}{\partial x}\left[D\frac{\partial C}{\partial x}\right]
&=\frac{1}{\sqrt t}\frac{d}{d\eta}\left[D\frac{1}{\sqrt t}f'\right]=\frac1t\,q' .
\end{align}
Multiplication by $t$ gives the first part of \eqref{eq:q}. Inserting $f'=q/D$ turns it into $q'=-(\eta/2D)\,q$, a linear equation for $q$ along the given profile, whose solution is the second part.

The exponential is positive, so $q$ keeps the sign of $q(0)$. At fixed $x>0$ the limit $t\to0$ means $\eta\to\infty$, hence $f(\infty)=C_R$; likewise $f(-\infty)=C_L$. Since $C_L>C_R$, the sign is negative, $f'<0$, and the profile can be inverted. For either sign of $\eta$ the integral in the exponent is at least $\eta^2/(4D_{\max})$, so
\begin{equation}
|q(\eta)|\le|q(0)|\,e^{-\eta^2/(4D_{\max})} .
\label{eq:bound}
\end{equation}
Because $|f'|\le|q|/D_{\min}$, the product $\eta f'$ is integrable. $\square$

\section{Proof of the theorem}

Integrate the first part of \eqref{eq:q} from $\eta^*$, where $f=C^*$, to infinity. The flux term vanishes at the upper limit:
\begin{equation}
-\frac12\int_{\eta^*}^{\infty}\eta f'\,d\eta=q(\infty)-q(\eta^*)=-q(\eta^*) .
\end{equation}
Change the integration variable to $C$ with $f'd\eta=dC$. The limits become $C^*$ and $C_R$, and exchanging them changes the sign:
\begin{equation}
q(\eta^*)=\frac12\int_{C^*}^{C_R}\eta\,dC=-\frac12\int_{C_R}^{C^*}\eta\,dC .
\label{eq:first}
\end{equation}
Since $q=D\,dC/d\eta$ and the slope is nonzero,
\begin{equation}
D(C^*)=-\frac12\left.\frac{d\eta}{dC}\right|_{C^*}\int_{C_R}^{C^*}\eta\,dC .
\end{equation}
At fixed $t$, both $d\eta/dC$ and the integral contribute a factor $t^{-1/2}$ when $\eta$ is replaced by $x/\sqrt t$. This gives \eqref{eq:matano}. Letting $C^*\to C_L$ in \eqref{eq:first}, where $q\to0$, gives \eqref{eq:plane}. $\square$

\paragraph{Signs and meaning.} Multiplying \eqref{eq:matano} by $-\partial C/\partial x$ gives the local flux,
\begin{equation}
J(C^*)=\frac{1}{2t}\int_{C_R}^{C^*}x\,dC .
\label{eq:flux}
\end{equation}
For $x^*>0$ the integral is plainly positive. For $x^*<0$ it equals $-\int_{C^*}^{C_L}x\,dC$ by \eqref{eq:plane}, which is positive too. With $dx/dC<0$, the result for $D$ is positive throughout. The derivative of the integral with respect to $C^*$ is $x^*$, so the flux is largest at the Matano plane.

\paragraph{Constant diffusivity.} Here \eqref{eq:q} gives $f'=-A\,e^{-\eta^2/4D}$ with a constant $A>0$, the slope of an error-function profile. Then
\begin{equation}
\int_{C_R}^{C^*}\eta\,dC=-\int_{\eta^*}^\infty\eta f'd\eta
=2DA\,e^{-\eta^{*2}/4D}=-2Df'(\eta^*),
\end{equation}
and $-\tfrac12(1/f')(-2Df')=D$ at every concentration, as it must be.

\section{Finding the plane}

An instrument records a depth $z=x+z_M$ from some reference surface. Inserting $x=z-z_M$ in \eqref{eq:plane} gives
\begin{equation}
z_M=\frac{1}{C_L-C_R}\int_{C_R}^{C_L}z\,dC .
\end{equation}
The condition expresses conservation of dopant. Let $C_0$ be the concentration at $x=0$. Integration by parts, with vanishing boundary terms, gives
\begin{align}
\int_0^\infty(C-C_R)\,dx&=-\int_0^\infty x\frac{\partial C}{\partial x}dx=\int_{C_R}^{C_0}x\,dC,\\
\int_{-\infty}^0(C_L-C)\,dx&=\int_{-\infty}^0x\frac{\partial C}{\partial x}dx=-\int_{C_0}^{C_L}x\,dC .
\end{align}
The amount gained on the right equals the amount lost on the left precisely when \eqref{eq:plane} holds.

\section{A worked profile}

The parameters are round model values. A layer with $C_L=1$ adjoins material with $C_R=0.1$, in units of $10^{20}\,\mathrm{cm^{-3}}$, and the step lies at a depth of 700 nm. The law is $D=0.1+0.9\,C$ in $\mathrm{nm^2/s}$, with $C$ in the same unit. Equation \eqref{eq:pde} was solved numerically in $x$ and $t$ without the Boltzmann variable, and the profile at $t=3600$ s was treated as a measurement. The balance puts the plane at 700.0 nm. Some of the values are:
\begin{center}
\begin{tabular}{ccccc}
$C^*$ & $x$ & $dx/dC$ & $\int x\,dC$ & $D$ found\\
0.20 & 72.7 & $-225.2$ & 8.95 & 0.280\\
0.50 & 19.3 & $-176.0$ & 22.51 & 0.550\\
0.65 & $-9.3$ & $-211.5$ & 23.32 & 0.685\\
0.95 & $-118.3$ & $-880.4$ & 7.81 & 0.955
\end{tabular}
\end{center}
Lengths are in nm and $D$ is in $\mathrm{nm^2/s}$. At $C^*=0.5$ the arithmetic is
\begin{equation}
D=-\frac{(-175.96)(22.505)}{2\times3600}=0.550\ \mathrm{nm^2/s}=5.5\times10^{-15}\ \mathrm{cm^2/s},
\end{equation}
and the law put in gives $0.1+0.9\times0.5=0.55$. Over the six tabulated concentrations of the numerical output, the largest deviation relative to the input law is 0.005 percent. This measures the numerical work on a noise-free profile, not the accuracy of a real measurement.

Lemma 2 can be checked separately. At $C=0.5$ the value of $x/\sqrt t$ is $0.3224\ \mathrm{nm/s^{1/2}}$ both at 900 s and at 3600 s. The exponential law for $q$ also holds: between $x=0.25$ nm and $x=60.25$ nm the flux falls to 0.555 of its value, as \eqref{eq:q} predicts.

The amount that crossed the plane is 23.53 in units of $10^{20}\,\mathrm{cm^{-3}\,nm}$. This is the largest value the integral can reach, and the tabulated integrals stay below it. Linear interpolation between $C=0.50$ and $C=0.65$ puts the concentration at the plane near 0.60, not at the mean value 0.55. The point with $C=0.55$ lies about 10 nm to the right. Taking the half-height point as origin would therefore be a real error here.

\section{A misplaced origin}

Let the origin be set a distance $\delta$ too far towards the $C_R$ side. Then $x$ is replaced by $x-\delta$; the slope is unchanged, and the integral loses $\delta(C^*-C_R)$. Hence
\begin{equation}
D_{\rm app}=D+\frac{\delta\,(C^*-C_R)}{2t}\left.\frac{dx}{dC}\right|_{C^*} .
\label{eq:shift}
\end{equation}
For $\delta>0$ the result is too low. Near $C_L$ the factor $C^*-C_R$ stays finite while $|dx/dC|$ grows without limit, so the error diverges there. With $\delta=5$ nm the change at $C^*=0.5$ is $5\times0.4\times(-175.96)/7200=-0.049\ \mathrm{nm^2/s}$, or 9 percent of $D$. At $C^*=0.95$ it is $5\times0.85\times(-880.4)/7200=-0.52\ \mathrm{nm^2/s}$, or 54 percent.

At the dilute end the error is milder. There $f-C_R$ and $q/\eta$ both vanish, and the ratio of their derivatives is
\begin{equation}
\frac{f'}{(q/\eta)'}=\frac{q/D}{-q/(2D)-q/\eta^2}\longrightarrow-2 .
\end{equation}
By l'H\^opital's rule $f-C_R\approx-2q/\eta=-2Df'/\eta$, that is, $(C-C_R)\,dx/dC\approx-2Dt/x$. The relative error of $D$ then tends to $-\delta/x$, whose size decreases into the tail.

An origin that was not computed from \eqref{eq:plane} can be tested by integrating from the other end. With the correct origin, $-\int_{C^*}^{C_L}x\,dC$ equals the integral in \eqref{eq:matano}. With the shifted origin it gains $\delta(C_L-C^*)$, so the result is too high instead of too low. If the end levels $C_R$ and $C_L$ are correct, disagreement between the two evaluations signals a wrong origin. With the origin at its true place, an error in one end level also makes them disagree, so the levels should be checked before the origin is moved. If the origin was itself computed from \eqref{eq:plane} with the same levels, the total integral is zero by construction. The two evaluations then agree even when a level is wrong, and their agreement proves nothing about the levels.

\section{Corollary: constant surface concentration}

In predeposition, dopant enters through a fixed surface held at $C(0,t)=C_s$, and the wafer initially has $C=C_B<C_s$ for $x>0$. These data contain no length either. Lemma 1 carries over with $W=-\int_x^\infty w\,dx'$: the new boundary term at $x=0$ vanishes because $w=0$ there. Lemmas 2 and 3 and the integration from the dilute end then apply on $x\ge0$, with the surface as origin:
\begin{equation}
D(C^*)=-\frac{1}{2t}\left.\frac{dx}{dC}\right|_{C^*}\int_{C_B}^{C^*}x\,dC ,\qquad x\ge0 .
\end{equation}
The full integral is not zero. Integration by parts shows that it is the added dose,
\begin{equation}
Q=\int_0^\infty(C-C_B)\,dx=\int_{C_B}^{C_s}x\,dC .
\end{equation}
Equation \eqref{eq:flux} at the surface gives $J(0,t)=Q/(2t)$. Since the dose grows by this influx, $dQ/dt=Q/(2t)$, so $Q\propto\sqrt t$ for any $D(C)$ allowed by (A1).

With $C_s=1$, $C_B=0.1$ and the same law for $D$, the computed dose is 25.42 at 900 s and 50.85 at 3600 s, in units of $10^{20}\,\mathrm{cm^{-3}\,nm}$. It doubles when the time is quadrupled. The later dose is $5.085\times10^{14}\,\mathrm{cm^{-2}}$. The surface flux taken from the gradient is 0.00706 in units of $10^{20}\,\mathrm{cm^{-3}\,nm/s}$, and $50.85/7200$ gives the same.

A Matano plane must not be imposed in this geometry. Condition \eqref{eq:plane} would move the origin to $Q/(C_s-C_B)=50.85/0.9=56.5$ nm inside the material. The formula then returns $0.195\ \mathrm{nm^2/s}$ at $C=0.5$ in place of 0.55, an error of 65 percent.

\section{When the hypotheses fail}

\paragraph{A start that is not sharp.} Suppose the profile had already spread from a sharp step, under the same law $D(C)$, for a time $t_0$ before the clock started. The theorem holds with the true age, so $-(dx/dC)\int x\,dC=2(t+t_0)D$. Dividing by $2t$ gives
\begin{equation}
D_{\rm app}=D\left(1+\frac{t_0}{t}\right) .
\label{eq:age}
\end{equation}
The result is too high, most of all for short anneals. Two times remove the unknown age: $t\,D_{\rm app}=(t+t_0)D$ is linear in $t$, with slope $D$.

A general initial transition has a width of its own, and Lemma 2 then fails altogether. For a linear ramp of half-width 60 nm, formula \eqref{eq:matano} gives $1.34\ \mathrm{nm^2/s}$ at $C=0.5$ from the 900 s profile and 0.72 from the 3600 s profile; the true value is 0.55. By \eqref{eq:age} the two excesses would stand in the ratio $3600/900=4$. They are 0.789 and 0.173, a ratio of about 4.6, so the ramp acts only roughly like an aged step. The two-time slope,
\begin{equation}
\frac{3600\times0.7229-900\times1.3388}{2700}=0.518\ \mathrm{nm^2/s},
\end{equation}
is 6 percent below the true value, much closer than either single result.

The Matano plane gives no warning in this case: it is found at 700.0 nm as before. Condition \eqref{eq:plane} can be solved for an origin with any falling profile, so satisfying it proves nothing about the start. Comparing two anneal times does test the similarity.

\paragraph{A diffusivity that changes with time.} Let $D=g(t)D_0(C)$ with $g>0$, as when the temperature drifts and alters all values by a common factor. With $\tau=\int_0^tg\,dt'$, division of \eqref{eq:pde} by $g$ gives $\partial C/\partial\tau=\partial_x[D_0\,\partial_xC]$. The theorem holds with $\tau$ as the time, so the formula used with $t$ returns $D_0(C)\,\tau/t$, the time average of $D$ at that concentration. If the time dependence does not factor out in this way, the argument no longer applies.

\paragraph{A diffusivity that depends on more than $C$.} For real dopants at high concentration (A1) often fails: diffusion proceeds through point defects whose concentration can vary with depth and time, as in the transient enhancement after implantation, and part of the dopant may be held in immobile clusters. A growing oxide can also move the surface, against (A3) and the fixed surface of the corollary. The formula then still returns a number, but it is an apparent diffusivity for that anneal and not a function $D(C)$ of the material, and neither the collapse in $x/\sqrt t$ nor $Q\propto\sqrt t$ is guaranteed.

\paragraph{The ends of the profile.} Near $C_R$ and $C_L$ the integral tends to zero while $|dx/dC|$ diverges. Their product is finite for a perfect profile, but any error left in the integral is then divided by a small slope. Near $C_R$ an error in the background level acts in this way, and near $C_L$ an error in the origin does; the effect of a wrong origin fades towards $C_R$, as shown above. A background taken too high removes a fixed amount from the integral at every $C^*$, so with the origin at its true place it spoils the values near $C_L$ as well; recomputing the origin from \eqref{eq:plane} with the same levels restores a zero total and removes most of the error at that end, but not near $C_R$. Values of $D$ close to either end therefore deserve less trust than those from the steep part of the profile.

\section*{Calculated quantities}
\begin{verbatim}
Concentrations C in 1e20 cm^-3, lengths in nm, D in nm^2/s
C_L = 1.0, C_R = 0.1; D = 0.1 + 0.9 C
anneal times: 900 s and 3600 s; cell 0.5 nm
constant-D check: put in 0.4, found 0.400000 nm^2/s
depth of initial step: 700.0 nm
Matano plane found at depth: 700.000 nm
Sharp step, 3600 s: C, x (nm), dx/dC (nm per 1e20 cm^-3),
  integral of x dC (1e20 cm^-3 nm), D found, D put in (nm^2/s)
  0.20    72.744   -225.22    8.9518   0.2800   0.2800
  0.35    44.856   -169.04   17.6769   0.4150   0.4150
  0.50    19.344   -175.96   22.5054   0.5500   0.5500
  0.65    -9.298   -211.45   23.3248   0.6850   0.6850
  0.80   -46.842   -306.11   19.2869   0.8200   0.8200
  0.95  -118.333   -880.40    7.8100   0.9550   0.9550
largest relative error of D: 0.005 percent
D found at C = 0.5 converted: 5.500e-15 cm^2/s
Collapse: C, x/sqrt(t) at 900 s and at 3600 s (nm/s^0.5)
  0.20    1.2124    1.2124
  0.35    0.7476    0.7476
  0.50    0.3224    0.3224
  0.65   -0.1550   -0.1550
  0.80   -0.7807   -0.7807
  0.95   -1.9722   -1.9722
largest difference: 0.00002 nm/s^0.5
amount lost on left: 23.5342 (1e20 cm^-3 nm)
amount gained on right: 23.5342 (1e20 cm^-3 nm)
flux ratio, x = 60.25 to x = 0.25 nm: 0.5551
same ratio from exponential formula: 0.5551
Origin misplaced by 5.0 nm: C, D found, D predicted (nm^2/s)
  0.20   0.2644   0.2644
  0.35   0.3857   0.3857
  0.50   0.5011   0.5011
  0.65   0.6042   0.6042
  0.80   0.6712   0.6712
  0.95   0.4353   0.4340
Constant surface concentration C_s = C_L, background C_B = C_R:
  dose at 900 s: 25.424 (1e20 cm^-3 nm)
  dose at 3600 s: 50.849 (1e20 cm^-3 nm)
  dose at 3600 s converted: 5.085e+14 cm^-2
  dose ratio: 2.0000
  surface flux: 0.007063 (1e20 cm^-3 nm/s)
  dose/(2t): 0.007062 (1e20 cm^-3 nm/s)
  largest relative error of D: 0.011 percent
  wrongly imposed Matano plane at x = 56.50 nm
  D at C = 0.5 with that plane: 0.1949 nm^2/s
Initial ramp of half-width 60 nm, D found at C = 0.5:
  from 900 s profile: 1.3388 nm^2/s
  from 3600 s profile: 0.7229 nm^2/s
  Matano plane at depth: 700.000 nm
\end{verbatim}
